\section*{Why correlated double sampling removes reset noise but doubles white noise}

\section{Definitions and conventions}

A pixel with a charge-transfer gate is read in a fixed order: the floating diffusion is reset, its voltage is read, the photocharge is transferred, and the voltage is read again. Let $x(t)$ be the noise voltage referred to the floating diffusion, and let $T$ separate the two reads. Correlated double sampling (CDS) forms
\begin{equation}
y(t)=x(t)-x(t-T).
\end{equation}
The signal enters the second read only. If $N$ electrons arrive on capacitance $C$, they add $-qN/C$ to $y$, where $q$ is the elementary charge. The amplifier is taken to be linear, with equal gain for both reads, and settled at each, so the signal passes at full size. Photon shot noise, leakage, switching feedthrough and quantization are left out.

Spectra $S(f)$ are one-sided. For stationary noise of zero mean, the autocovariance is
\begin{equation}
R(s)=\langle x(t)x(t-s)\rangle=\int_0^\infty S(f)\cos(2\pi fs)\,df .
\end{equation}

\section{The frequency response}

Put $x(t)=e^{i2\pi ft}$ into the definition of $y$. The output is $H(f)\,e^{i2\pi ft}$ with $H(f)=1-e^{-i2\pi fT}$, and
\begin{align}
|H|^2&=(1-e^{-i2\pi fT})(1-e^{i2\pi fT})\nonumber\\
&=2-2\cos(2\pi fT)=4\sin^2(\pi fT).
\end{align}
A slow component has nearly the same phase at both reads and subtracts. A component at $f=1/(2T)$ reverses sign between them, so the subtraction adds its magnitudes and quadruples its power.

The output variance follows by expanding the square:
\begin{align}
\langle y^2\rangle&=\langle x(t)^2\rangle+\langle x(t-T)^2\rangle-2\langle x(t)x(t-T)\rangle\nonumber\\
&=2[R(0)-R(T)]\nonumber\\
&=\int_0^\infty S(f)\,4\sin^2(\pi fT)\,df. \label{eq:var}
\end{align}
CDS therefore lowers the variance when $R(T)/R(0)>1/2$ and raises it when the correlation is smaller. Full correlation gives zero; no correlation gives $2R(0)$. Sampling $y$ once per pixel readout folds high frequencies onto low ones but leaves this variance unchanged, because the variance belongs to each sample separately.

For $T=2\,\mu$s, the response is below one from zero to $1/(6T)=83$ kHz and peaks at 250 kHz. In each period $1/T$ of $|H|^2$, two thirds of the frequencies are amplified.

\section{Reset noise: a constant within one hold interval}

While the reset switch is closed, its resistance $R_s$ has the Johnson spectrum $4kT_{\rm K}R_s$, with $k$ Boltzmann's constant and $T_{\rm K}$ the temperature. Filtering by $R_sC$ gives
\begin{align}
\sigma_r^2&=\int_0^\infty\frac{4kT_{\rm K}R_s}{1+(2\pi fR_sC)^2}\,df\nonumber\\
&=\frac{4kT_{\rm K}R_s}{2\pi R_sC}\,\frac{\pi}{2}=\frac{kT_{\rm K}}{C}.
\end{align}
The resistance cancels because a larger one raises the spectral density and narrows the band in proportion. This assumes a switch in thermal equilibrium (hard reset); a reset transistor that ends in subthreshold (soft reset) leaves a smaller variance, about half. Opening the switch freezes one random value $c$. At 300 K and 1.6 fF its rms size is 1609 $\mu$V, or 16.1 electrons at 100.1 $\mu$V per electron.

CDS looks at the waveform at two instants only. If both lie in the same hold interval, the waveform may be replaced by the constant $c$, which has zero frequency, and $y=H(0)c=0$. The value of $c$ is unpredictable, but it is the same in both reads.

This argument does not apply to the spectrum recorded over many resets. With independent levels, reset period $P$ and observation at random phase, two instants a time $s<P$ apart share a level with probability $1-s/P$. Hence $R(s)=\sigma_r^2(1-s/P)$ for $0\le s<P$, and zero beyond. Inverting the cosine transform gives
\begin{align}
S_r(f)&=4\sigma_r^2\int_0^P\left(1-\frac{s}{P}\right)\cos(2\pi fs)\,ds\nonumber\\
&=4\sigma_r^2\,\frac{1-\cos(2\pi fP)}{(2\pi f)^2P}
=2\sigma_r^2P\left[\frac{\sin(\pi fP)}{\pi fP}\right]^2 ,
\end{align}
which is broad. Equation~\eqref{eq:var} then gives, for $T<P$,
\begin{equation}
\langle y^2\rangle=2\sigma_r^2\,T/P .
\end{equation}
This is the probability $T/P$ that a reset falls between the reads, times the variance $2\sigma_r^2$ of the difference of two independent levels. For $P=10\,\mu$s it leaves 1018 $\mu$V rms. Synchronized reads leave zero, and reads that always straddle a reset leave 2275 $\mu$V. Cancellation thus needs both the zero of $H$ and timing that keeps the two reads in one hold interval.

\section{Slow drift: suppressed, not removed}

For $\pi fT\ll1$, $\sin(\pi fT)\approx\pi fT$ and $|H|\approx2\pi fT$. A 1 kHz disturbance of amplitude 1000 $\mu$V is multiplied by 0.01257 and leaves at most 12.6 $\mu$V. A ramp of slope $b$ leaves $bT$: 1 V/s gives a fixed offset of 2 $\mu$V.

Random drift is suppressed less strongly. Take variance $\sigma_d^2$ and $R(s)=\sigma_d^2e^{-s/\tau}$. Then
\begin{equation}
\langle y^2\rangle=2\sigma_d^2\left(1-e^{-T/\tau}\right)\approx2\sigma_d^2\,\frac{T}{\tau}\qquad(T\ll\tau).
\end{equation}
The rms residue falls as $\sqrt T$, not as $T$, as long as $T$ is long compared with the amplifier time constant; for shorter $T$ the amplifier smooths the drift and the residue approaches proportionality to $T$. The spectrum shows why. It is $S_d=4\sigma_d^2\tau/[1+(2\pi f\tau)^2]$, which tends to $\sigma_d^2/(\pi^2f^2\tau)$ for $2\pi f\tau\gg1$. This falling tail cancels the $f^2$ rise of $|H|^2$, so above $1/(2\pi\tau)$ the output density is $(4\sigma_d^2T^2/\tau)[\sin(\pi fT)/(\pi fT)]^2$: flat for $f\ll1/T$ and first zero at $1/T$. The bracket has equivalent bandwidth $1/(2T)$, and density times bandwidth gives $2\sigma_d^2T/\tau$.

With $\sigma_d=1000\,\mu$V and $\tau=1$ ms, the residue is about $1000\sqrt{2\times0.002}=63\,\mu$V. This leaves out the filtering of the drift by the amplifier; a single pole at 1 MHz would lower the residue to about 61 $\mu$V. If $T$ is made much longer than $\tau$, the same formula gives $2\sigma_d^2$: what was slow drift has become uncorrelated noise.

\section{White noise: why the factor is two}

White noise of unlimited bandwidth has infinite variance, so the amplifier band must be included. For density $S_0$ and one pole at $f_c$,
\begin{equation}
\sigma_w^2=\int_0^\infty\frac{S_0}{1+(f/f_c)^2}\,df=\frac{\pi}{2}S_0f_c .
\end{equation}
After a time $T$ the filter retains $e^{-2\pi f_cT}$ of its earlier output. The rest comes from input noise that arrived later and is independent of that output. Multiplying by the earlier output and averaging gives $R(T)=\sigma_w^2e^{-2\pi f_cT}$, hence
\begin{equation}
\langle y^2\rangle=2\sigma_w^2\left(1-e^{-2\pi f_cT}\right). \label{eq:white}
\end{equation}
For $2\pi f_cT\gg1$ this is $2\sigma_w^2$. In frequency terms, $|H|^2=2-2\cos(2\pi fT)$ has mean 2. Over a wide, smooth spectrum the cosine averages out, so the gain near the peaks outweighs the loss near the zeros.

With 50 nV/$\sqrt{\rm Hz}$ and $f_c=1$ MHz,
\begin{equation}
\sigma_w^2=\frac{\pi}{2}(50\times10^{-9})^2(10^6)\ {\rm V^2}=3.93\times10^{-9}\ {\rm V^2},
\end{equation}
or 62.7 $\mu$V rms. Here $2\pi f_cT=12.57$, the correlation between reads is $3.5\times10^{-6}$, and CDS gives 88.6 $\mu$V, larger by $\sqrt2$. A time-domain simulation of the filter gave a variance ratio of 2.01.

Doubling fails when the reads are close together. At $T=0.05\,\mu$s the ratio is 0.539 (simulation: 0.536), and break-even is at $T=\ln2/(2\pi f_c)=0.110\,\mu$s. For white noise alone at fixed $f_c$ this is not a usable gain. Even if charge arrives immediately after the first read, the single-pole amplifier has developed only the fraction $g=1-e^{-2\pi f_cT}$ of the signal by the second. Signal power scales as $g^2$ and noise variance as $2\sigma_w^2g$, so their ratio scales as $g$ and falls as $T$ is shortened.

\section{Flicker noise: between the two limits}

Flicker noise $K/f$ through the same pole has both slow and fast parts. With $u=f/f_c$ and a lower frequency limit $f_L$, a single read has variance
\begin{align}
K\int_{f_L/f_c}^\infty\frac{du}{u(1+u^2)}
&=K\int_{f_L/f_c}^\infty\left(\frac1u-\frac{u}{1+u^2}\right)du\nonumber\\
&=\frac K2\ln\left(1+\frac{f_c^2}{f_L^2}\right),
\end{align}
which diverges as $f_L\to0$. In CDS the factor $|H|^2\propto f^2$ removes the divergence. Set $a=2\pi f_cT$. The same partial fractions, cut off at $u=U$, give
\begin{align}
\frac{\langle y^2\rangle}{2K}&=\int_0^\infty\frac{1-\cos au}{u(1+u^2)}\,du\nonumber\\
&=\lim_{U\to\infty}\left[\gamma+\ln(aU)-{\rm Ci}(aU)-\tfrac12\ln(1+U^2)\right]+J\nonumber\\
&=\gamma+\ln a+J,\qquad J=\int_0^\infty\frac{u\cos au}{1+u^2}\,du ,
\end{align}
where $\gamma$ is Euler's constant and the cosine integral Ci vanishes at infinity. To find $J$, write the cosine as the real part of $e^{iau}$ and rotate the path to $u=iv$. The half-residue at $v=1$ is imaginary and drops out, leaving a principal value:
\begin{align}
J&=-{\rm P}\!\int_0^\infty\frac{v\,e^{-av}}{1-v^2}\,dv\nonumber\\
&=-\frac12\,{\rm P}\!\int_0^\infty e^{-av}\left(\frac1{1-v}-\frac1{1+v}\right)dv\nonumber\\
&=-\frac12\left[e^{-a}{\rm Ei}(a)+e^{a}{\rm Ei}(-a)\right].
\end{align}
The last line shifts $v$ by one in each term and uses ${\rm Ei}(z)=-{\rm P}\int_{-z}^\infty e^{-t}\,dt/t$. For large $a$, small $v$ dominates and $J\approx-1/a^2$, so the CDS variance is close to $2K(\gamma+\ln a)$ and grows only logarithmically with $T$.

For $K=10^{-9}$ V$^2$, lowering $f_L$ from 1 Hz to 0.01 Hz raises the single-read value from 117.5 to 135.7 $\mu$V. The CDS value stays at 78.8 $\mu$V.

\section{The budget and its use}

Independent variances add. In $\mu$V$^2$, with the flicker limit at 0.01 Hz, a single read has
\begin{equation}
1608.9^2+1000^2+62.7^2+135.7^2\approx3.61\times10^6,
\end{equation}
or 1900 $\mu$V (19.0 electrons). The terms are reset, drift, white and flicker noise. After CDS,
\begin{equation}
0+63.2^2+88.6^2+78.8^2\approx1.81\times10^4,
\end{equation}
or 134 $\mu$V (1.34 electrons). The white term has doubled and is now the largest, yet the total rms is about 14 times smaller. Had white noise been the only source, CDS would have made the reading worse. The 1 kHz disturbance and the ramp are not in this budget.

Four design rules follow.
\begin{itemize}
\item Keep both reads after the same reset. Subtracting a level taken after a new reset still removes a fixed offset, but doubles the reset variance.
\item Let the charge transfer finish and the amplifier settle, then make the second read without further delay. Settling is assumed here so that the signal passes at full size; it is not the noise optimum, since with drift and flicker present the noise per developed signal is least at a $2\pi f_cT$ of a few, before settling is complete. Extra time adds drift and flicker noise and, once $2\pi f_cT\gg1$, leaves the white term unchanged.
\item Choose bandwidth and separation together. At fixed $f_cT$, white variance scales as $f_c$, the variance of the exponentially correlated drift used here (with $T\ll\tau$) as $1/f_c$, and flicker variance is constant. For a given product $f_cT$, the total is least when the white and drift terms are equal. With $f_cT=2$, as here, that means $f_c\approx0.71$ MHz and $T\approx2.8\,\mu$s, but the total falls only to about 132 $\mu$V. This is the best value for that product, not for all choices of $f_c$ and $T$: a smaller product that still lets the amplifier settle lowers the total further, through drift and flicker noise if $T$ is shortened, and through white and flicker noise if $f_c$ is lowered.
\item To reduce white noise further, average $M$ reads of each level, spaced by several amplifier time constants. Each average has white variance $\sigma_w^2/M$, and their difference $2\sigma_w^2/M$. The longer sequence admits more drift, and flicker noise falls only slowly with $M$; both limit the useful $M$.
\end{itemize}
The numerical output that follows lists the main values. The optimum in the third rule is not computed there; it follows from the CDS terms of the budget and the scalings stated in that rule.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Capacitance: 1.6 fF
Temperature: 300 K
Read separation T: 2 us
Amplifier pole: 1 MHz
White noise density: 50 nV/sqrt(Hz)
Flicker coefficient K: 1e-09 V^2
Drift correlation time: 1 ms
Conversion gain: 100.14 uV/electron
Mean power response: 2
Fraction of frequencies amplified: 0.66667
Unity-gain frequency 1/(6T): 83.333 kHz
First maximum 1/(2T): 250 kHz
Power response at first maximum: 4
Amplitude response at 1 kHz: 0.012566
Reset rms, single read: 1608.9 uV
Reset rms, single read: 16.068 electrons
Reset rms, synchronized CDS: 0 uV
Reset rms, reads across a reset: 2275.4 uV
Reset period in phase test: 10 us
Reset rms, random-phase reads: 1017.6 uV
Drift rms, single read: 1000 uV
Drift rms, CDS: 63.214 uV
1 kHz disturbance amplitude: 1000 uV
1 kHz disturbance, peak after CDS: 12.566 uV
Ramp slope: 1 V/s
Ramp residue after CDS: 2 uV
2 pi pole T: 12.566
White correlation between reads: 3.4873e-06
White rms, single read: 62.666 uV
White rms, CDS: 88.623 uV
White variance ratio, CDS/single: 2
Simulated white variance ratio: 2.014
Short read separation: 0.05 us
White variance ratio at short separation: 0.53919
Simulated ratio at short separation: 0.5357
White-noise break-even separation: 0.11032 us
Flicker rms, single read, from 1 Hz: 117.54 uV
Flicker rms, single read, from 0.01 Hz: 135.72 uV
Flicker rms, CDS, from 1 Hz: 78.761 uV
Flicker rms, CDS, from 0.01 Hz: 78.761 uV
Flicker rms, CDS, closed form: 78.761 uV
Total rms, single read: 1900.3 uV
Total rms, single read: 18.977 electrons
Total rms, CDS: 134.36 uV
Total rms, CDS: 1.3418 electrons
\end{verbatim}
